# Field for One Ionisation per Micrometre in the Lucky-Electron Model: a program that tests the result

```python
"""Lucky-electron ionisation: alpha = (qF/E) exp(-E/(qF lam)).

Result under test: F = E / (q lam W(1/(alpha lam))), W = Lambert function.
E: threshold energy (eV), lam: scattering length (nm), F: field (V/nm),
alpha: ionisations per nm, x = E/(qF lam). With energies in eV, qF in
eV/nm has the same number as F in V/nm. 1 V/nm = 10 MV/cm.
A strict count with reset to rest at each collision is tested as well,
and effects left out of the model are sized with rough silicon-like inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

THRESHOLD = 1.5
LAM = 7.0
TARGET = 1.0e-3
PHONON = 0.06
GAP = 1.1
MASS_RATIO = 0.2
HOLE_RATIO = 0.1
T_ROOM, T_HOT = 300.0, 400.0
SOFT_THRESHOLD = 2.0
K_EV = const.k / const.e


def usual_alpha(field, energy=THRESHOLD, lam=LAM):
    return field / energy * np.exp(-energy / (field * lam))


def solved_field(alpha, energy=THRESHOLD, lam=LAM):
    return energy / (lam * lambertw(1 / (alpha * lam)).real)


def root_field(alpha, energy=THRESHOLD, lam=LAM):
    return brentq(lambda f: usual_alpha(f, energy, lam) - alpha,
                  0.005, 1.0, xtol=1e-15, rtol=1e-13)


# Main solution against direct root finding, on several cases
for a, e, l in [(TARGET, THRESHOLD, LAM), (1e-4, 2.0, 5.0),
                (5e-3, 1.2, 9.0)]:
    assert abs(solved_field(a, e, l) / root_field(a, e, l) - 1) < 1e-9
field = solved_field(TARGET)
x = THRESHOLD / (field * LAM)
scan = usual_alpha(np.linspace(0.01, 1.0, 2000))
assert np.all(np.diff(scan) > 0)

# Newton iteration for x + ln x = ln A
log_a = np.log(1 / (TARGET * LAM))
iterates = [log_a]
for _ in range(3):
    y = iterates[-1]
    iterates.append(y * (1 + log_a - np.log(y)) / (1 + y))
assert abs(iterates[-1] - x) < 1e-6

# Sensitivities from finite differences of the numerical root
h = 1e-4
slope_alpha = np.log(root_field(TARGET * np.exp(h))
                     / root_field(TARGET * np.exp(-h))) / (2 * h)
slope_lam = np.log(root_field(TARGET, lam=LAM * np.exp(h))
                   / root_field(TARGET, lam=LAM * np.exp(-h))) / (2 * h)
assert abs(slope_alpha - 1 / (1 + x)) < 1e-6
assert abs(slope_lam + x / (1 + x)) < 1e-6
soft_field = root_field(TARGET, energy=SOFT_THRESHOLD)
assert abs(soft_field / field - SOFT_THRESHOLD / THRESHOLD) < 1e-9

# Strict count: mean distance from the first-flight average
dead = THRESHOLD / field
survive = 1 - quad(lambda s: np.exp(-s / LAM) / LAM, 0, dead)[0]
mean_flight = quad(lambda s: s * np.exp(-s / LAM) / LAM, 0, dead)[0]
mean_distance = (mean_flight + dead * survive) / survive
strict_alpha = 1 / (LAM * np.expm1(x))
assert abs(mean_distance * strict_alpha - 1) < 1e-8
undercount = strict_alpha / usual_alpha(field)
assert abs(undercount - x / (1 - np.exp(-x))) < 1e-8
strict_field = THRESHOLD / (LAM * np.log1p(1 / (TARGET * LAM)))
strict_root = brentq(lambda f: 1 / (LAM * np.expm1(THRESHOLD / (f * LAM)))
                     - TARGET, 0.01, 0.2, xtol=1e-14)
assert abs(strict_root / strict_field - 1) < 1e-8
share = THRESHOLD * TARGET / field
assert abs(share - np.exp(-x)) < 1e-10


def simulated_alpha(f, loss, seed=1, electrons=2000, flights=2500):
    """Isotropic collisions, constant path length, parabolic band.

    The scaled velocity has its square equal to the energy in eV.
    Trial collisions occur at the threshold-speed rate and are accepted
    in proportion to speed. Distance along the force is energy gain / F.
    """
    rng = np.random.default_rng(seed)
    along = np.zeros(electrons)
    across_sq = np.zeros(electrons)
    kick = f * LAM / (2 * np.sqrt(THRESHOLD))
    events, gained = 0, 0.0
    for step in range(flights):
        before = along**2 + across_sq
        along = along + kick * rng.exponential(size=electrons)
        energy = along**2 + across_sq
        hit = energy >= THRESHOLD
        if step >= 500:
            events += int(hit.sum())
            gained += float((np.minimum(energy, THRESHOLD) - before).sum())
        chance = np.sqrt(energy / THRESHOLD)
        collide = (~hit) & (rng.random(electrons) < chance)
        after = energy - np.minimum(loss, energy)
        cosine = 2 * rng.random(electrons) - 1
        along = np.where(collide, np.sqrt(after) * cosine, along)
        across_sq = np.where(collide, after * (1 - cosine**2), across_sq)
        along[hit] = 0.0
        across_sq[hit] = 0.0
    return events * f / gained


# Full energy loss must reproduce the strict count (sampling error < 1%)
reset_alpha = simulated_alpha(field, THRESHOLD)
assert abs(reset_alpha / strict_alpha - 1) < 0.04


# Thermal phonons: path length and mean net loss per collision
def thermal_factor(temp):
    return np.tanh(PHONON / (2 * K_EV * temp))


for temp in (T_ROOM, T_HOT):
    n = np.arange(400)
    weight = np.exp(-n * PHONON / (K_EV * temp))
    occupation = (n * weight).sum() / weight.sum()
    assert abs(1 / (2 * occupation + 1) - thermal_factor(temp)) < 1e-10
net_loss = PHONON * thermal_factor(T_ROOM)
lam_hot = LAM * thermal_factor(T_HOT) / thermal_factor(T_ROOM)
hot_field = solved_field(TARGET, lam=lam_hot)
hot_alpha = usual_alpha(field, lam=lam_hot)
assert hot_field > field and hot_alpha < TARGET

# Small energy loss: rate at the same field, then field at the same rate
retained_alpha = simulated_alpha(field, net_loss)
assert retained_alpha > strict_alpha
low, high = 0.015, field
assert simulated_alpha(low, net_loss) < TARGET < retained_alpha
for _ in range(8):
    middle = (low + high) / 2
    if simulated_alpha(middle, net_loss) < TARGET:
        low = middle
    else:
        high = middle
retained_field = (low + high) / 2
# Independent sample; tolerance covers sampling and bisection width
check_alpha = simulated_alpha(retained_field, net_loss, seed=7)
assert abs(check_alpha / TARGET - 1) < 0.12

# Two-band tunnelling exponent: barrier integral against closed form
mass = MASS_RATIO * const.m_e
gap_j = GAP * const.e
force = const.e * field * 1e9
exponent = (np.pi * np.sqrt(mass) * gap_j**1.5
            / (2 * np.sqrt(2) * const.hbar * force))
shape = quad(lambda u: np.sqrt(u * (1 - u)), 0, 1)[0]
barrier = 2 * np.sqrt(2 * mass * gap_j) / const.hbar * gap_j / force * shape
assert abs(barrier / exponent - 1) < 1e-7

# Hole feedback: integrate current balance back from the electron exit
width = 1 / TARGET
k = HOLE_RATIO
gain = (1 - k) / (np.exp(-(1 - k) * TARGET * width) - k)
break_width = np.log(1 / k) / (TARGET * (1 - k))


def entrance_fraction(w):
    balance = solve_ivp(lambda z, j: TARGET * (j + k * (1 - j)),
                        (w, 0), [1.0], rtol=1e-10, atol=1e-12)
    return balance.y[0, -1]


assert abs(entrance_fraction(width) * gain - 1) < 1e-7
assert abs(entrance_fraction(break_width)) < 1e-7

print(f"Threshold energy: {THRESHOLD:.1f} eV")
print(f"Scattering length: {LAM:.1f} nm")
print(f"Target rate: {TARGET * 1e3:.1f} per um")
print(f"A = 1/(alpha lambda): {1 / (TARGET * LAM):.3f}")
for i, value in enumerate(iterates):
    print(f"Newton iterate {i} for x: {value:.5f}")
print(f"Solution x = W(A): {x:.5f}")
print(f"MAIN FIELD, usual equation: {field * 10:.4f} MV/cm")
print(f"Main field converted: {field * 1e3:.2f} V/um")
print(f"Energy gain per scattering length: {field * LAM:.4f} eV")
print(f"Threshold distance d: {dead:.2f} nm")
print(f"Collision-free chance exp(-x): {np.exp(-x):.5f}")
print(f"Field energy per ionisation: {field / TARGET:.2f} eV")
print(f"Threshold share of that energy: {share:.5f}")
print(f"dlnF/dlnalpha: {slope_alpha:.4f}")
print(f"dlnF/dlnlambda: {slope_lam:.4f}")
print(f"Strict rate at main field: {strict_alpha * 1e3:.3f} per um")
print(f"Simulated reset rate there: {reset_alpha * 1e3:.2f} per um")
print(f"Strict / usual rate: {undercount:.3f}")
print(f"Strict x = ln(1+A): {np.log1p(1 / (TARGET * LAM)):.4f}")
print(f"FIELD, strict reset count: {strict_field * 10:.4f} MV/cm")
print(f"Phonon energy, rough input: {PHONON:.3f} eV")
print(f"Mean net loss at {T_ROOM:.0f} K: {net_loss:.4f} eV")
print(f"Small-loss rate at main field: {retained_alpha * 1e3:.1f} per um")
print(f"Small-loss field for target: {retained_field * 10:.2f} MV/cm")
print(f"Second-sample rate there: {check_alpha * 1e3:.2f} per um")
print(f"Scattering length at {T_HOT:.0f} K: {lam_hot:.2f} nm")
print(f"Usual-equation field at {T_HOT:.0f} K: {hot_field * 10:.3f} MV/cm")
print(f"Rate at main field, {T_HOT:.0f} K: {hot_alpha * 1e3:.3f} per um")
print(f"Raised threshold: {SOFT_THRESHOLD:.1f} eV")
print(f"Field for raised threshold: {soft_field * 10:.3f} MV/cm")
print(f"Gap, rough input: {GAP:.1f} eV")
print(f"Tunnelling mass, rough input: {MASS_RATIO:.1f} electron masses")
print(f"Tunnelling exponent at main field: {exponent:.1f}")
print(f"Tunnelling transparency: {np.exp(-exponent):.1e}")
print(f"Hole/electron coefficient ratio: {HOLE_RATIO:.1f}")
print(f"Layer width: {width / 1e3:.1f} um")
print(f"Voltage across layer: {field * width:.1f} V")
print(f"Gain without hole feedback: {np.exp(TARGET * width):.3f}")
print(f"Gain with hole feedback: {gain:.3f}")
print(f"Breakdown width at main field: {break_width / 1e3:.3f} um")
print("verified")
```

Output:

```
Threshold energy: 1.5 eV
Scattering length: 7.0 nm
Target rate: 1.0 per um
A = 1/(alpha lambda): 142.857
Newton iterate 0 for x: 4.96185
Newton iterate 1 for x: 3.62874
Newton iterate 2 for x: 3.66341
Newton iterate 3 for x: 3.66344
Solution x = W(A): 3.66344
MAIN FIELD, usual equation: 0.5849 MV/cm
Main field converted: 58.49 V/um
Energy gain per scattering length: 0.4095 eV
Threshold distance d: 25.64 nm
Collision-free chance exp(-x): 0.02564
Field energy per ionisation: 58.49 eV
Threshold share of that energy: 0.02564
dlnF/dlnalpha: 0.2144
dlnF/dlnlambda: -0.7856
Strict rate at main field: 3.760 per um
Simulated reset rate there: 3.79 per um
Strict / usual rate: 3.760
Strict x = ln(1+A): 4.9688
FIELD, strict reset count: 0.4313 MV/cm
Phonon energy, rough input: 0.060 eV
Mean net loss at 300 K: 0.0493 eV
Small-loss rate at main field: 24.4 per um
Small-loss field for target: 0.25 MV/cm
Second-sample rate there: 1.01 per um
Scattering length at 400 K: 5.98 nm
Usual-equation field at 400 K: 0.662 MV/cm
Rate at main field, 400 K: 0.535 per um
Raised threshold: 2.0 eV
Field for raised threshold: 0.780 MV/cm
Gap, rough input: 1.1 eV
Tunnelling mass, rough input: 0.2 electron masses
Tunnelling exponent at main field: 35.5
Tunnelling transparency: 3.9e-16
Hole/electron coefficient ratio: 0.1
Layer width: 1.0 um
Voltage across layer: 58.5 V
Gain without hole feedback: 2.718
Gain with hole feedback: 2.936
Breakdown width at main field: 2.558 um
verified
```
